# Separating Gaussian and Lorentzian Widths in a Photoelectron Peak

## Question

A photoelectron peak has a full width at half maximum \(V=1.00\) eV. The Gaussian part of its broadening has full width \(G=0.80\) eV. The rest of the broadening is Lorentzian, with unknown full width \(L\). The peak is taken to be single, symmetric and free of background, and \(G\) contains every Gaussian contribution. Its shape is then a Voigt profile, the convolution of the two parts. Its width is described by the Olivero-Longbothum approximation

\[
V\simeq aL+\sqrt{bL^2+G^2},\qquad a=0.5346,\quad b=0.2166 .
\]

The parts below are each followed by a model answer.

### (a) Write the Voigt profile in dimensionless form. What must \(a\) and \(b\) satisfy for the approximation to have the correct pure limits?

Let \(E\) be the energy measured from the peak centre. Up to a constant factor, the convolution is

\[
I(E)=\int_{-\infty}^{\infty}e^{-4\ln 2\,u^2/G^2}\,
\frac{L/2}{(E-u)^2+(L/2)^2}\,du .
\]

The Gaussian factor is one half at \(u=\pm G/2\), and the Lorentzian falls to half its maximum at a distance \(L/2\) from its centre, so \(G\) and \(L\) are full widths. Put \(h=\sqrt{\ln 2}\) and

\[
t=\frac{2hu}{G},\qquad x=\frac{2hE}{G},\qquad y=\frac{hL}{G}.
\]

Then \(E-u=G(x-t)/(2h)\) and \(L/2=Gy/(2h)\). The factors \(G/(2h)\) cancel between the Lorentzian and \(du\), which leaves

\[
I=\int_{-\infty}^{\infty}\frac{y\,e^{-t^2}}{(x-t)^2+y^2}\,dt
=\pi\,\mathrm{Re}\,w(x+iy),\qquad
w(z)=\frac{i}{\pi}\int_{-\infty}^{\infty}\frac{e^{-t^2}}{z-t}\,dt .
\]

The second equality holds for \(y>0\), because \(\mathrm{Re}\,[i/(x+iy-t)]=y/[(x-t)^2+y^2]\).

If \(L=0\), the peak is Gaussian and \(V=G\), which the approximation gives for any \(a\) and \(b\). If \(G=0\), the peak is Lorentzian and \(V=L\), while the approximation gives \((a+\sqrt b)L\). Hence \(a+\sqrt b=1\). The stated coefficients give 1.000003, so the condition holds to their rounding, and one coefficient remains free.

### (b) Find the exact slope \(dV/dL\) at \(L=0\) and compare it with \(a\).

The derivative of \(w\) is needed first. Since \(1/(z-t)^2=\partial_t[1/(z-t)]\), integration by parts gives

\[
w'(z)=-\frac{i}{\pi}\int\frac{e^{-t^2}}{(z-t)^2}dt
=-\frac{2i}{\pi}\int\frac{t\,e^{-t^2}}{z-t}dt .
\]

Writing \(t=z-(z-t)\) and using \(\int e^{-t^2}dt=\sqrt\pi\),

\[
w'(z)=-2zw(z)+\frac{2i}{\sqrt\pi}.
\]

As \(y\to0^+\), the Lorentzian in part (a) becomes \(\pi\) times a delta function, so \(\mathrm{Re}\,w(0)=1\). The imaginary part vanishes at \(x=0\) because its integrand is odd. Solving the differential equation along the real axis from \(w(0)=1\) gives

\[
w(x)=e^{-x^2}+\frac{2i}{\sqrt\pi}D(x),\qquad
D(x)=e^{-x^2}\int_0^x e^{s^2}ds ,
\]

where \(D\) is Dawson's function. Let \(K=\mathrm{Re}\,w\). Because \(\partial w/\partial y=iw'\),

\[
\left.\frac{\partial K}{\partial y}\right|_{y=0}
=\mathrm{Re}\left[-2ix\,w(x)-\frac{2}{\sqrt\pi}\right]
=\frac{4xD(x)-2}{\sqrt\pi}.
\]

At \(x=0\) this is \(-2/\sqrt\pi\): the peak height falls, and the half-maximum level falls with it.

The half-maximum point \(x_{1/2}\) satisfies \(K(x_{1/2},y)=\tfrac12K(0,y)\). For \(y=0\) it is \(x_{1/2}=h\), since \(e^{-h^2}=\tfrac12\). Put \(x_{1/2}=h+\delta\). There \(\partial K/\partial x=-2he^{-h^2}=-h\), so to first order

\[
\frac12-h\delta+y\,\frac{4hD(h)-2}{\sqrt\pi}
=\frac12-\frac{y}{\sqrt\pi}
\quad\Longrightarrow\quad
\delta=\frac{y\,[4hD(h)-1]}{\sqrt\pi\,h}.
\]

The full width is \(V=Gx_{1/2}/h=G+G\delta/h\). Inserting \(y=hL/G\),

\[
\left.\frac{dV}{dL}\right|_{L=0}
=\frac{4hD(h)-1}{\sqrt\pi\,h}=0.5325 .
\]

The approximation has initial slope \(a=0.5346\), because its square root contributes only at order \(L^2\). The small difference shows that \(a\) is not the exact initial slope. It is close to the best compromise over all mixtures. With \(b=(1-a)^2\), minimizing the largest relative error in \(V\) over 100 mixtures, from nearly pure Gaussian to nearly pure Lorentzian, gives \(a=0.5345\). On the same mixtures the stated coefficients have a largest error of 0.024% of \(V\).

### (c) Solve the approximation for \(L\), and justify the choice of root.

Isolate the square root:

\[
V-aL=\sqrt{bL^2+G^2}.
\]

The right side is not negative, so a solution must satisfy \(V-aL\ge0\). Squaring loses this condition, which must therefore be kept separately. With \(c=a^2-b=0.069197\), squaring gives

\[
cL^2-2aVL+V^2-G^2=0 .
\]

The roots are \(L_\pm=(aV\pm R)/c\), where

\[
R=\sqrt{a^2V^2-c(V^2-G^2)}=\sqrt{bV^2+cG^2},
\]

because \(a^2-c=b\). For the upper root,

\[
V-aL_+=\frac{(c-a^2)V-aR}{c}=-\frac{bV+aR}{c}<0 ,
\]

so it is rejected. For the lower root, \(V-aL_-=(aR-bV)/c\). This is positive, since

\[
a^2R^2-b^2V^2=b(a^2-b)V^2+a^2cG^2=bcV^2+a^2cG^2>0 .
\]

The lower root in its first form subtracts two close numbers: \(R\) lies 13% below \(aV\) at \(G=0\), 4% below at \(G/V=0.8\), and approaches \(aV\) as \(G\to V\). Multiplying numerator and denominator by \(aV+R\), and using \(a^2V^2-R^2=c(V^2-G^2)\), removes that subtraction:

\[
L=\frac{V^2-G^2}{aV+\sqrt{bV^2+(a^2-b)G^2}} .
\]

A non-negative \(L\) requires \(V\ge G\). When \(V\) is only slightly larger than \(G\), the numerator is about \(2V(V-G)\) and the denominator about \(2aV\), so \(L\simeq(V-G)/a\). When \(G=0\), the result is \(L=V/(a+\sqrt b)\), which equals \(V\) to the rounding of the coefficients.

### (d) Evaluate \(L\) and assess the error of the approximation.

The numerator is \(1.00^2-0.80^2=0.3600\ \text{eV}^2\). The square root is

\[
\sqrt{0.2166(1.00)^2+0.069197(0.80)^2}=0.5108\ \text{eV},
\]

and therefore

\[
L=\frac{0.3600}{0.5346+0.5108}\ \text{eV}=0.344\ \text{eV}.
\]

Substitution back gives \(aL=0.1841\) eV and \(\sqrt{bL^2+G^2}=0.8159\) eV, whose sum is 1.0000 eV. The rejected root is 15.11 eV, for which \(V-aL=-7.08\) eV.

Solving the exact Voigt half-maximum condition numerically for the same \(V\) and \(G\) gives \(L=0.3447\) eV, against 0.3444 eV from the approximation. The difference is about 0.1% of \(L\). This figure depends on the ratio of the widths: it is 0.02% at \(G/V=0.5\) and rises towards 0.4% as \(G\) approaches \(V\), where the mismatch of slopes found in part (b) controls it.

### (e) Why do the rules \(L=V-G\) and \(L=\sqrt{V^2-G^2}\) fail here?

Convolution multiplies Fourier transforms. With \(k\) conjugate to energy, a normalized Lorentzian transforms to \(e^{-L|k|/2}\) and a normalized Gaussian to \(e^{-G^2k^2/(16\ln2)}\). The full widths of two Lorentzians therefore add directly, while those of two Gaussians add in squares. Each rule treats both parts as if they had the same shape.

The first rule gives \(L=0.200\) eV. With \(G=0.80\) eV, the exact Voigt width would then be 0.912 eV, which is too small. The second gives \(L=0.600\) eV and an exact width of 1.168 eV, which is too large.

### (f) How do errors in the two input widths affect \(L\)?

Differentiating the quadratic equation of part (c) and dividing by 2 gives

\[
(aV-cL)\,dL=(V-aL)\,dV-G\,dG .
\]

The bracket on the left is \(0.5346-0.0692(0.3444)=0.5108\) eV, so

\[
\frac{\partial L}{\partial V}=\frac{0.8159}{0.5108}=1.597,\qquad
\frac{\partial L}{\partial G}=-\frac{0.80}{0.5108}=-1.566 .
\]

To first order, raising \(V\) alone by 0.02 eV raises \(L\) by 0.032 eV, and raising \(G\) alone by 0.02 eV lowers it by 0.031 eV. If these are independent standard errors, they combine to

\[
\sqrt{0.032^2+0.031^2}\ \text{eV}\simeq0.045\ \text{eV},
\]

or 13% of \(L\). This is far larger than the error of the approximation, so the input widths limit the accuracy.

A common error of the energy scale acts differently. Multiplying \(V\) and \(G\) by the same factor multiplies \(L\) by that factor, as the formula in part (c) shows, so the relative error is not magnified.

### (g) Can the result be read as the lifetime width of a platinum 4f\(_{7/2}\) level?

*Data.* A metallic line can be modelled by the Doniach-Sunjic shape

\[
I(e)\propto\frac{\cos\left[\pi\alpha/2+(1-\alpha)\arctan(2e/L)\right]}
{\left[e^2+(L/2)^2\right]^{(1-\alpha)/2}},
\]

where \(e\) is kinetic energy measured from the line position and \(\alpha\) is the asymmetry index. For platinum, \(\alpha\) is roughly 0.2. The 4f\(_{5/2}\) partner lies roughly 3.3 eV lower in kinetic energy and has about three quarters of the strength. For \(\alpha>0\) the area under this shape diverges, so the ratio refers to amplitudes.

*Answer.* Not without further analysis. For \(\alpha=0\) the shape above is a Lorentzian of full width \(L\). For \(\alpha>0\) it has a tail towards low kinetic energy, and \(L\) is a parameter rather than the full width. Convolving it with the 0.80 eV Gaussian, and reading widths from a zero baseline with none of the tail subtracted, gives two separate comparisons:

- **Fixed \(L=0.344\) eV.** The total width becomes 1.086 eV for \(\alpha=0.1\) and 1.205 eV for \(\alpha=0.2\). The symmetric formula would then report 0.477 eV and 0.654 eV.
- **Fixed \(V=1.00\) eV.** The Lorentzian parameter must be 0.222 eV for \(\alpha=0.1\) and 0.089 eV for \(\alpha=0.2\).

The other neglected effects are smaller for the values chosen here. In the first two cases \(L=0.344\) eV and \(G=0.80\) eV are held fixed in the exact profile:

- For symmetric lines, the tail of the spin-orbit partner makes the apparent width 1.004 eV, from which the formula gives 0.351 eV. For lines with \(\alpha=0.2\) the partner adds about 0.010 eV to the width.
- A flat background of 2% of the peak height, left unsubtracted, makes the width 1.015 eV and the reported value 0.369 eV. Half of the raw maximum is 51% of the true peak height, of which the background supplies 2%. The width is therefore read where the peak itself has fallen to 49% of its height, and there it is wider than at one half.
- With \(V=1.00\) eV held fixed, an overlooked Gaussian phonon width of 0.10 eV changes \(G\) to \(\sqrt{0.80^2+0.10^2}=0.806\) eV and lowers \(L\) to 0.335 eV.

The lifetime width of this platinum level is roughly a few tenths of an eV, so 0.344 eV looks plausible. That agreement does not validate the symmetric model: at \(\alpha=0.2\), the same two input widths imply 0.089 eV. That value is itself poorly determined. It is 0.16 eV at \(\alpha=0.15\) and 0.02 eV at \(\alpha=0.25\), it moves by 0.03 eV when \(G\) changes by 0.02 eV, and it becomes 0.12–0.13 eV if the width is read after a Shirley background subtraction. The round inputs thus describe a narrower peak than metallic platinum would be expected to show with this Gaussian width. The Gaussian width itself corresponds to moderate resolution, and good monochromated instruments do better. A platinum spectrum calls for a fit with an asymmetric doublet, a background and an independently measured instrumental width. Even for a symmetric line, \(L\) includes any Lorentzian part of the X-ray source, which must be subtracted before the remainder is assigned to the lifetime.

The full set of values is in the numerical output.

## Calculated quantities

```
Total width V                         1.00 eV
Gaussian width G                      0.80 eV
Coefficients a, b                     0.5346, 0.2166
a + sqrt(b)                           1.000003
a^2 - b                               0.069197
V^2 - G^2                             0.3600 eV^2
sqrt(b V^2 + (a^2-b) G^2)             0.510770 eV
Denominator of L                      1.045370 eV
Recovered Lorentzian width L          0.3444 eV
Rejected root                         15.11 eV
V - a L for the rejected root         -7.08 eV
Check: a L                            0.1841 eV
Check: sqrt(b L^2 + G^2)              0.8159 eV
Exact Voigt width for this L          0.99979 eV
Same width by direct convolution      0.99979 eV
L from the exact Voigt width          0.3447 eV
Exact initial slope dV/dL             0.5325
Numerical initial slope               0.5327
Worst relative error, published a     0.0237 %
Best a by smallest worst error        0.5345
Worst relative error, best a          0.0215 %
dL/dV formula, exact                  1.597, 1.597
dL/dG formula, exact                  -1.566, -1.565
Change of L for +0.02 eV in V         +0.032 eV
Change of L for +0.02 eV in G         -0.031 eV
Linear rule: L, implied V             0.200, 0.912 eV
Quadrature rule: L, implied V         0.600, 1.168 eV
Asymmetry 0.1: V at Lorentzian L     1.086 eV
  L the symmetric formula then reads  0.477 eV
  Lorentzian parameter giving V=1.00  0.222 eV
Asymmetry 0.2: V at Lorentzian L     1.205 eV
  L the symmetric formula then reads  0.654 eV
  Lorentzian parameter giving V=1.00  0.089 eV
Partner: splitting, area ratio        3.3 eV, 0.75
  apparent V, recovered L             1.0040, 0.3508 eV
Flat background / peak height         0.02
  apparent V, recovered L             1.0152, 0.3685 eV
Overlooked phonon Gaussian width      0.10 eV
  corrected G, corrected L            0.8062, 0.3346 eV
```
